\section*{Electron energy distribution with constant mean free path and an absorbing threshold}

\section*{Problem}

Electrons move through a gas in a uniform, steady electric field of magnitude $E$. Elastic collisions scatter them isotropically, with a mean free path $\lambda$ that does not depend on energy, and cost them no energy. An electron whose kinetic energy $\varepsilon$ reaches the threshold $\varepsilon_1$ excites an atom at once and starts again at zero energy. There are no other gains, losses or collisions. Let $F(\varepsilon)$ be the isotropic part of the electron distribution, normalized by
\begin{equation}
\int_0^{\infty}\sqrt{\varepsilon}\,F(\varepsilon)\,d\varepsilon=1 ,
\label{norm}
\end{equation}
so that $\sqrt{\varepsilon}\,F$ is the probability density in energy. Assume $g\equiv eE\lambda/\varepsilon_1\ll1$.

\begin{enumerate}
\item[(a)] Find the flux of electrons up the energy axis in terms of $F$.
\item[(b)] Find $F$ and the mean energy in the steady state.
\item[(c)] Find the drift speed and the excitation frequency per electron.
\item[(d)] Let each elastic collision now cost a small recoil energy. Find the share of the heating power lost in this way, and the first-order change of the mean energy.
\item[(e)] Evaluate the results for a neon column at 3 Torr, 300 K and 10 V/cm, with $\varepsilon_1=16.6$ eV and an elastic cross section $\sigma=2\times10^{-20}\ \mathrm{m^2}$. Judge whether the model suits this case.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Flux in energy}

Let $m$ be the electron mass, $v$ the speed, and $\theta$ the angle between the velocity and the electric force, which points along $z$. Isotropic scattering at the rate $v/\lambda$ replaces the distribution $f$ by its angular average $\bar f$:
\begin{equation}
\frac{eE}{m}\frac{\partial f}{\partial v_z}=\frac{v}{\lambda}\,(\bar f-f).
\label{boltz}
\end{equation}
An electron gains at most $eE\lambda$ over one mean free path, which is small compared with $\varepsilon_1$. Over most of the energy range, scattering therefore keeps $f$ nearly isotropic, and two terms suffice:
\begin{equation}
f=F(\varepsilon)+f_1(\varepsilon)\cos\theta ,\qquad \bar f=F .
\end{equation}
Multiply (\ref{boltz}) by $\cos\theta$ and average over angles. Since $\partial F/\partial v_z=\cos\theta\,dF/dv$, the $F$ term gives $(eE/3m)\,dF/dv$. The derivative of $f_1\cos\theta$ is even in $\cos\theta$ and drops out. The right side gives $-vf_1/3\lambda$. With $d\varepsilon=mv\,dv$,
\begin{equation}
f_1=-\frac{eE\lambda}{mv}\frac{dF}{dv}=-eE\lambda\,\frac{dF}{d\varepsilon}.
\label{f1}
\end{equation}

The force carries electrons outward through a sphere of radius $v$ in velocity space at the rate
\begin{equation}
\int \frac{eE}{m}\cos\theta\,f\,v^2\,d\Omega=\frac{4\pi}{3}\frac{eE}{m}v^2f_1 .
\end{equation}
The number of electrons in a shell is $4\pi v^2F\,dv=2\pi(2/m)^{3/2}\sqrt{\varepsilon}\,F\,d\varepsilon$. To match the normalization (\ref{norm}), the rate must be divided by $2\pi(2/m)^{3/2}$. With $v^2=2\varepsilon/m$, the flux per electron is
\begin{equation}
J=\frac{eE}{3}\sqrt{\frac{2}{m}}\;\varepsilon f_1
=-\sqrt{\frac{2}{m}}\,\frac{(eE)^2\lambda}{3}\,\varepsilon\,\frac{dF}{d\varepsilon}.
\label{flux}
\end{equation}
The field makes electrons diffuse in energy, and they flow upward where $F$ falls with energy.

\subsection*{(b) Distribution and mean energy}

Between $0$ and $\varepsilon_1$ there is neither source nor sink, so in the steady state $J$ is constant. Equation (\ref{flux}) then makes $\varepsilon\,dF/d\varepsilon$ a negative constant $-A$, and
\begin{equation}
F=-A\ln\varepsilon+\text{const}.
\end{equation}
Instant absorption leaves no electrons at $\varepsilon_1$ at leading order in $g$. The condition $F(\varepsilon_1)=0$ fixes the constant:
\begin{equation}
F=A\ln\frac{\varepsilon_1}{\varepsilon},\qquad 0<\varepsilon<\varepsilon_1 .
\end{equation}
The singularity at zero belongs to the source there: as $\varepsilon\to0$ the product $\varepsilon\,dF/d\varepsilon$ stays finite and carries the returned electrons. In this two-term form the probability density $\sqrt\varepsilon\,F$ vanishes at both ends. The form does not hold within about $eE\lambda$ of either end: an electron restarted at rest first accelerates freely, so the true density grows as $\varepsilon^{-1/2}$ for $\varepsilon\ll eE\lambda$, and at $\varepsilon_1$ it is small, of order $g$, but not zero.

All moments follow from one integral. For $s>0$, integration by parts gives
\begin{equation}
\int_0^1x^{s-1}\ln\frac1x\,dx
=\left[\frac{x^s}{s}\ln\frac1x\right]_0^1+\frac1s\int_0^1x^{s-1}dx=\frac1{s^2}.
\label{moment}
\end{equation}
With $x=\varepsilon/\varepsilon_1$, the normalization has $s=3/2$ and reads $A\varepsilon_1^{3/2}(4/9)=1$. Hence
\begin{equation}
F=\frac{9}{4\,\varepsilon_1^{3/2}}\ln\frac{\varepsilon_1}{\varepsilon}.
\label{F}
\end{equation}
The mean energy has $s=5/2$ in the numerator:
\begin{equation}
\langle\varepsilon\rangle=\varepsilon_1\,\frac{4/25}{4/9}=\frac{9}{25}\,\varepsilon_1 .
\end{equation}
The field strength has cancelled. A stronger field drives electrons round the cycle faster but leaves the isotropic part $F$ unchanged, as long as the assumptions hold.

The fraction $9/25$ does depend on the constant mean free path. If the collision frequency is constant instead, $\lambda\propto\sqrt\varepsilon$. Equation (\ref{flux}) then gives $\varepsilon^{3/2}dF/d\varepsilon=\text{const}$ and $F\propto x^{-1/2}-1$. The mean energy becomes
\begin{equation}
\varepsilon_1\,\frac{1/2-2/5}{1-2/3}=\frac{3}{10}\,\varepsilon_1 .
\end{equation}

\subsection*{(c) Drift speed and excitation frequency}

From (\ref{f1}) and (\ref{F}), $\varepsilon f_1=(9/4)\,eE\lambda\,\varepsilon_1^{-3/2}$. The angular average of $v\cos\theta\,f$ is $vf_1/3$. With $v_1=\sqrt{2\varepsilon_1/m}$,
\begin{equation}
v_d=\int_0^{\varepsilon_1}\sqrt\varepsilon\,\frac{vf_1}{3}\,d\varepsilon
=\frac13\sqrt{\frac2m}\int_0^{\varepsilon_1}\varepsilon f_1\,d\varepsilon
=\frac34\,g\,v_1 .
\end{equation}
The excitation frequency $\nu$ is the constant flux:
\begin{equation}
\nu=J=\sqrt{\frac2m}\,\frac{(eE)^2\lambda}{3}\,\frac{9}{4\varepsilon_1^{3/2}}
=\frac34\,g^2\,\frac{v_1}{\lambda}.
\end{equation}
The power taken from the field equals the power spent on excitation, since $eEv_d=(g\varepsilon_1/\lambda)(3gv_1/4)=\nu\varepsilon_1$.

The mean speed is $\sqrt{2/m}\int\varepsilon F\,d\varepsilon$. Equation (\ref{moment}) with $s=2$ gives $\langle v\rangle=(9/4)(1/4)v_1=9v_1/16$. An electron therefore makes $\langle v\rangle/(\lambda\nu)=3/(4g^2)$ elastic collisions per cycle.

\subsection*{(d) Recoil}

For isotropic scattering from cold atoms of mass $M$, the mean loss per collision is $b\varepsilon$ with $b=2m/M$. The power lost per electron is
\begin{equation}
\int_0^{\varepsilon_1} b\varepsilon\,\frac v\lambda\sqrt\varepsilon\,F\,d\varepsilon
=\frac b\lambda\sqrt{\frac2m}\int_0^{\varepsilon_1}\varepsilon^2F\,d\varepsilon
=\frac b\lambda\sqrt{\frac2m}\,\frac{\varepsilon_1^{3/2}}{4},
\end{equation}
where (\ref{moment}) was used with $s=3$. Division by $\nu\varepsilon_1$ gives the share
\begin{equation}
R=\frac{b\,\varepsilon_1^2}{3(eE\lambda)^2}.
\label{R}
\end{equation}

Recoil adds a downward flux $(b/\lambda)\sqrt{2/m}\,\varepsilon^2F$. The condition of constant total flux becomes
\begin{equation}
\frac{dF}{dx}=-\frac{A}{x}-\beta xF,\qquad
\beta=\frac{3b\varepsilon_1^2}{(eE\lambda)^2}=9R .
\end{equation}
To first order in $\beta$, insert $F=A\ln(1/x)$ in the last term and integrate down from $F(1)=0$:
\begin{equation}
F=A\left[\ln\frac1x+\beta H(x)\right],\qquad H(x)=\int_x^1t\ln\frac1t\,dt .
\end{equation}
Integration by parts and (\ref{moment}) give $\int_0^1x^{s-1}H\,dx=1/[s(s+2)^2]$, which is $8/147$ for $s=3/2$ and $8/405$ for $s=5/2$. The relative change of the mean energy is the relative change of the numerator minus that of the norm:
\begin{equation}
\frac{\delta\langle\varepsilon\rangle}{\langle\varepsilon\rangle}
=\beta\left(\frac{8/405}{4/25}-\frac{8/147}{4/9}\right)
=\beta\left(\frac{10}{81}-\frac{6}{49}\right)\approx0.001\,\beta .
\end{equation}
The two terms nearly cancel. Weak recoil takes power from excitation but hardly moves the mean energy.

\subsection*{(e) The neon column}

The gas density is $N=p/k_BT=9.66\times10^{22}\ \mathrm{m^{-3}}$, so $\lambda=1/(N\sigma)=0.518$ mm and the reduced field is $E/N=10.4$ Td. The energy gained along one mean free path is $eE\lambda=0.518$ eV, which gives $g=0.518/16.6=0.0312$. With $v_1=2.42\times10^6$ m/s,
\begin{align}
\langle\varepsilon\rangle&=0.36\times16.6\ \mathrm{eV}=5.98\ \mathrm{eV},\\
v_d&=0.75\times0.0312\,v_1=5.65\times10^4\ \mathrm{m/s},\\
\nu&=0.75\times(0.0312)^2\,v_1/\lambda=3.41\times10^6\ \mathrm{s^{-1}}.
\end{align}
One cycle takes about 770 elastic collisions. These are leading-order values: at this $g$, finite-$g$ corrections lower $v_d$ and $\nu$ by about 3\% and raise the number of collisions per cycle by about 4\%. A Maxwellian with the same mean energy has a temperature of $2\langle\varepsilon\rangle/3=3.98$ eV and would hold 4.0\% of its electrons above 16.6 eV, where the model has none.

\paragraph{Anisotropy.} From (\ref{f1}) and (\ref{F}), $f_1/F=eE\lambda/[\varepsilon\ln(\varepsilon_1/\varepsilon)]$. This is 0.085 at the mean energy but no longer small within about $eE\lambda$ of either end. At $\varepsilon_1$ the electrons arrive from below and none return, so their angular average cannot vanish there. A constant added to $F$ would by itself have mean energy $3\varepsilon_1/5$, so this effect raises the mean. A Monte Carlo simulation of free flights and isotropic collisions, without the two-term form, gives $\langle\varepsilon\rangle/\varepsilon_1\approx0.367$ at this $g$, about 2\% above $9/25$. At twice this $g$ it gives 0.373. Sampling noise makes the third digit of both values uncertain by about one unit.

\paragraph{Recoil.} With $M=20.18$ atomic mass units, (\ref{R}) gives $R=1.9\%$. Then $\beta=0.17$, and the first-order shift of the mean energy is only 0.017\%. Because the first-order terms nearly cancel, the higher orders are not negligible beside them; they reduce the shift to 0.014\% for cold atoms, and the gas temperature of 300 K reduces it further to about 0.011\%.

\paragraph{Finite absorption.} This is where the model fails for neon. Real excitation has a small cross section just above threshold. As a rough assumption, let it rise as $5\times10^{-23}\ \mathrm{m^2/eV}$ times $\varepsilon-\varepsilon_1$. Its ratio to $\sigma$ is then $q=s(\varepsilon-\varepsilon_1)$ with $s=0.0025\ \mathrm{eV^{-1}}$. Above threshold, the balance of field heating and loss is
\begin{equation}
\frac{(eE\lambda)^2}{3}\frac{d}{d\varepsilon}\left(\varepsilon\frac{dF}{d\varepsilon}\right)=q\,\varepsilon F .
\end{equation}
If $\varepsilon$ varies little over the penetration depth $\ell$, this becomes $F''\approx3s(\varepsilon-\varepsilon_1)F/(eE\lambda)^2$. Its natural energy scale is
\begin{equation}
\ell=\left[\frac{(eE\lambda)^2}{3s}\right]^{1/3}
=\left[\frac{0.268}{0.0075}\right]^{1/3}\mathrm{eV}\approx3.3\ \mathrm{eV},
\end{equation}
a fifth of the threshold. The wall is far from sharp.

A finite-volume solution of the energy equation with this absorption, each electron returning at $\varepsilon-\varepsilon_1$, and with recoil and gas temperature included, gives a mean energy of 8.5 eV. That is 43\% above the ideal-wall value, with 7.6\% of the electrons above threshold. The calculation puts all inelastic losses at one threshold and adds no electrons by ionization, so 8.5 eV is itself an estimate. It also depends on the assumed slope: doubling the slope gives 7.9 eV and halving it gives 9.3 eV. Finite absorption changes the other results as well: $\nu$ falls to about $2.5\times10^6\ \mathrm{s^{-1}}$ and $v_d$ to about $4.4\times10^4$ m/s, the recoil share rises to about 4\%, and the transverse diffusion length per cycle, 8.3 mm in the ideal model below, grows to about 11 mm.

A weaker field does not rescue the model. For $\ell=0.05\,\varepsilon_1=0.83$ eV one needs $eE\lambda=(3s\ell^3)^{1/2}=0.065$ eV, about one eighth of the present value. Equation (\ref{R}) then gives $R\approx1.2$. A share above one is impossible, so the first-order formula has broken down: recoil is no longer a small correction, and the logarithm no longer applies. With these cross sections, no field makes the wall this sharp while keeping recoil small.

\paragraph{The real column.} The chosen threshold and elastic cross section are rough typical values for neon, whose elastic cross section is considerably smaller at the lowest energies; that variation is not included here. Electron--electron collisions matter little at an assumed density $n_e=10^{16}\ \mathrm{m^{-3}}$. The estimate $n_ee^4\ln\Lambda/(4\pi\epsilon_0^2m^2v^3)$, taken at the mean energy with $\ln\Lambda=14$, is $3.7\times10^4\ \mathrm{s^{-1}}$, or 1.1\% of $\nu$. The uniform-field picture also needs room. In the ideal model, energy conservation fixes the distance an electron moves along the field in each cycle at $v_d/\nu=\varepsilon_1/(eE)=16.6$ mm. Across the field, the diffusion length per cycle is $\sqrt{\lambda\langle v\rangle/3\nu}=\lambda/(2g)=8.3$ mm; the root-mean-square displacement along one transverse axis is $\sqrt2$ times this, or 11.7 mm. In a column not much larger than these lengths, the distribution at a point is not set by the field at that point. For this neon case, $9\varepsilon_1/25$ is the sharp-wall limit, and finite absorption moves the mean energy well above it.
